Fermi-Line Curvature and the Sign of the Weak-Field Hall Effect

**Q:** I measure a two-dimensional metal on a square lattice. As I fill the band, the Hall voltage reverses, although the carriers are electrons throughout. What should I calculate to find the sign?

**A:** The part of the current along x that is driven by a field along y and is odd in B. Let the carriers have charge −e with e > 0, let B point along +z, and define j_i = Σ_j σ_ij E_j. I take one band ε(k) with spin degeneracy 2, zero temperature, and scattering described by a smooth relaxation time τ(k) > 0 that does not depend on B. The semiclassical equations are

v = ∇ε/ħ,  ħ dk/dt = −e(E + v×B),

where ∇ acts on k. Write the distribution as f = f₀(ε) + g. In a steady state (dk/dt)·∇f = −g/τ, so

g = τ(e/ħ)(E + v×B)·∇(f₀ + g).

Since g is proportional to E, the term E·∇g is second order in E and is dropped. With ∇f₀ = ħv f₀′, the magnetic term acting on f₀ contains (v×B)·v = 0. What remains is

g = eτf₀′ E·v + τ(e/ħ)(v×B)·∇g.

For a weak field this is solved by iteration. With the mean free path ℓ = τv,

g₀ = e f₀′ E·ℓ,  g₁ = τ(e/ħ)(v×B)·∇g₀.

The field is weak when each further iteration gives a small correction, which means that an electron is scattered before B has turned it far along its orbit.

**Q:** How does g₁ become a property of the Fermi line?

**A:** The magnetic force moves k along a line of constant energy. Let s be the arc length in the direction

ŝ = ẑ×v/|v| = (−v_y, v_x)/|v|.

Since v points towards higher energy, the filled states lie on the left of this path. Now v×B = B(v_y, −v_x) = −B|v|ŝ, hence

(v×B)·∇ = −B|v| ∂_s.

The factor f₀′ is constant along the path, so for E along y

g₁ = −(e²B/ħ) f₀′ τ|v| E_y ∂_sℓ_y.

The current is −2e∫d²k/(2π)² v_x g₁. Two minus signs cancel, and τv_x = ℓ_x:

j_x = (2e³B/ħ) E_y ∫d²k/(4π²) f₀′ |v| ℓ_x ∂_sℓ_y.

At zero temperature f₀′ = −δ(ε−μ). The area element is d²k = ds dε/(ħ|v|), because |∇ε| = ħ|v|. The speed cancels, and

σ_xy = −(e³B/2π²ħ²) A,  A = ∮ℓ_x dℓ_y.

As k runs once along the Fermi line, the tip of ℓ draws a closed curve, and A is its signed area, positive when encircled counterclockwise. This is Ong's formula. With ħ = h/2π it reads

σ_xy = −2(e²/h) · AB/(h/e),

so AB/(h/e) is the flux through the mean-free-path curve in units of h/e. The term g₀ gives a part independent of B, which reversing the field removes; σ_xy here means the odd part.

**Q:** Can I check the sign and the factor against free electrons?

**A:** Yes. For mass m the curve is a counterclockwise circle of radius ħk_Fτ/m, so A = πħ²k_F²τ²/m². With density n = k_F²/2π,

σ_xy = −e³Bτ²k_F²/(2πm²) = −ne³τ²B/m².

The Drude force balance is mv/τ = −e(E + v×B). For E along y it gives v_y = −(eτ/m)E_y at zeroth order in B, and then v_x = −(eτ/m)Bv_y = (eτ/m)²BE_y. The current j_x = −nev_x agrees.

**Q:** Where does the shape of the Fermi line enter?

**A:** Through the direction of ℓ. Because ∮d(ℓ_xℓ_y) = 0, the area can be written symmetrically as

A = ½∮(ℓ_x dℓ_y − ℓ_y dℓ_x).

In the relaxation-time form ℓ is parallel to v. Put ℓ = ℓ(cos θ, sin θ), where θ is the angle of v. The terms in dℓ cancel and leave ℓ²dθ. The tangent ŝ is v/|v| turned by 90°, so θ changes at the rate at which the line bends, which is its curvature κ = dθ/ds:

A = ½∮ℓ²κ ds.

With this orientation κ > 0 where the filled region is convex. The mechanics is direct. The field drives k at the rate ds/dt = eB|v|/ħ along ŝ, so the velocity turns at dθ/dt = (eB|v|/ħ)κ. Where κ > 0 the electron turns counterclockwise, as a free electron does; where κ < 0 it turns the other way, as a positive charge would.

The Hall sign therefore follows the curvature averaged with weight ℓ². If κ has one sign on the whole line, τ(k) can change the size of A but not its sign. If κ takes both signs, the weights matter. If the collisions cannot be described by a τ(k), ℓ need not be parallel to v, and this link to curvature is lost.

**Q:** I measure a Hall coefficient, not σ_xy. Does the sign carry over?

**A:** It does. Suppose that the band and τ(k) share the full symmetry of the square. Then σ_yy = σ_xx and σ_yx = −σ_xy. No current flows along y, so −σ_xyE_x + σ_xxE_y = 0, while j_x = σ_xxE_x to first order in B. Hence

R_H = E_y/(j_xB) = σ_xy/(Bσ_xx²).

From g₀, σ_xx = (e²/2π²ħ)∮ds v_xℓ_x/|v|. The same integral with y has the same value, and v_xℓ_x + v_yℓ_y = |v|ℓ, so half the sum is

σ_xx = (e²/4π²ħ)∮ℓ ds.

Inserting both conductivities gives

R_H = −(8π²/e) A/(∮ℓ ds)².

A constant factor in τ cancels. For a circle A = πℓ² and ∮ℓ ds = 2πk_Fℓ, which gives R_H = −2π/(ek_F²) = −1/(ne), as it should.

**Q:** What is the curvature on my square lattice?

**A:** Take nearest-neighbour hopping t > 0 and lattice constant a, with x = k_xa and y = k_ya:

ε = −2t(cos x + cos y),  ħv = 2ta w,  w = (sin x, sin y).

On the Fermi line cos x + cos y = u, with u = −μ/2t. Let σ = as be the dimensionless arc length. The direction ŝ gives dx/dσ = −sin y/|w| and dy/dσ = sin x/|w|. The angle of w changes by

dθ = (w_x dw_y − w_y dw_x)/|w|² = (sin x cos y dy − sin y cos x dx)/|w|²,

and therefore

dθ/dσ = (sin²x cos y + sin²y cos x)/|w|³.

Replace sin² by 1 − cos². The numerator becomes

cos x + cos y − cos x cos y (cos x + cos y) = u(1 − cos x cos y),

so that

κ = a u(1 − cos x cos y)/|w|³.

The bracket is never negative, and it vanishes only at the band edges, where both cosines are +1 or both are −1. Everywhere on a Fermi line inside the band, κ thus has the sign of u, which is the sign of −μ. Below half filling A > 0 and σ_xy is electron-like; above it A < 0 and σ_xy is hole-like. This holds in this model for every smooth τ(k) > 0. The numerical check tests it with 20 random positive functions τ(k).

**Q:** What happens at half filling itself? The Fermi line then has sharp corners, where the curvature is infinite.

**A:** At μ = 0 the line is a square. On the edge y = π − x we have sin y = sin x, so v keeps the direction (1,1). Its length grows from zero at one corner and returns to zero at the next. The tip of ℓ runs out and back on one segment and encloses nothing. The other edges do the same by symmetry, so A = 0 for any finite τ(k). The corners are saddle points of ε with v = 0; the bending is concentrated where its weight ℓ² vanishes.

To see that A also approaches zero from both sides, apply Stokes' theorem on the periodic Brillouin zone:

A = ∫_occ (∂ℓ_x/∂k_x ∂ℓ_y/∂k_y − ∂ℓ_x/∂k_y ∂ℓ_y/∂k_x) d²k.

For smooth τ(k) the integrand is bounded, and the occupied region changes continuously with μ. Hence A is continuous through the saddle-point energy.

**Q:** How steeply does it cross zero?

**A:** For constant τ the area can be found in closed form. Let ℓ₀ = 2taτ/ħ, so ℓ = ℓ₀w and A = ℓ₀²F. Take u > 0 and use an orbit time T with dT = dσ/|w|, so that dx/dT = −sin y and dy/dT = sin x. The curvature form gives

F = ½∮|w|²dθ = ½u(D − C),  D = ∮dT,  C = ∮cos x cos y dT.

Put p = (x+y)/2, r = (x−y)/2 and q = u/2. The Fermi line becomes cos p cos r = q, and

dp/dT = ½(sin x − sin y) = cos p sin r.

Since cos²p sin²r = cos²p − q², the size of dp/dT is √(m − sin²p), with m = 1 − q² = 1 − u²/4. In one orbit p makes one full oscillation. Substituting sin p = √m sin φ in a quarter of it gives dT = dφ/√(1 − m sin²φ), so

D = 4K,  K = ∫₀^{π/2} dφ/√(1 − m sin²φ).

In the same way, cos²p = 1 − m sin²φ gives

∮cos²p dT = 4E,  E = ∫₀^{π/2} √(1 − m sin²φ) dφ.

A rotation by 90° maps p to r, so ∮cos²r dT = 4E too. With cos x cos y = cos²p + cos²r − 1 we obtain C = 8E − 4K, and

F = 4u(K − E).

The integral needed for σ_xx is P = ∮|w|dσ = ∮|w|²dT. Since |w|² = 2 − cos²x − cos²y = 2 − u² + 2cos x cos y,

P = 4(2 − u²)K + 2(8E − 4K) = 16(E − u²K/4).

For u < 0, shift k by (π,π)/a. This reverses ε and v and exchanges filled and empty states, so the line is traversed backwards and F(−u) = −F(u).

Near half filling q is small and E → 1. With φ = π/2 − ψ, K = ∫₀^{π/2} dψ/√(sin²ψ + q²cos²ψ). Split this at an angle δ with q ≪ δ ≪ 1. The inner part is ln(2δ/q), the outer part is ln(2/δ), and their sum is ln(4/q). Hence

F ≈ 4u[ln(8/|u|) − 1].

The zero is continuous, but the slope at it diverges logarithmically. This is a statement of the semiclassical model at zero temperature, which treats the Fermi energy as sharp. Scattering itself broadens the states by an energy of order ħ/τ, so the logarithm should not be followed to |μ| much smaller than ħ/τ. At finite temperature A is averaged over energy with weight −f₀′, which rounds the crossing. If τ differs between k and k + (π,π)/a, A at −μ and A at +μ need no longer be equal and opposite, and then this thermal average need not vanish at μ = 0.

**Q:** What numbers should I expect?

**A:** Take round model parameters in atomic units (ħ = e = 1): t = 0.01 hartree, a = 8 bohr, τ = 1000 (24 fs) and B = 4×10⁻⁵ (9.4 T). Then ℓ₀ = 2 × 0.01 × 8 × 1000 = 160 bohr.

At μ = −t we have u = 0.5, m = 0.9375, K = 2.801 and E = 1.072. This gives

F = 4 × 0.5 × (2.801 − 1.072) = 3.458,
A = 160² × 3.458 = 8.85×10⁴ bohr²,
σ_xy = −4×10⁻⁵ × 8.85×10⁴/(2π²) = −0.179 e²/ħ = −4.37×10⁻⁵ S.

With P = 14.36,

σ_xx = (160/8) × 14.36/(4π²) = 7.27 e²/ħ,
R_H = −0.1794/(4×10⁻⁵ × 7.273²) = −84.8 bohr²/e = −1.48 m²/C.

In the table, the second column gives n as the number of electrons per cell. In the third column it is converted to a density by dividing by the cell area a² = 64 bohr². Both coefficients are in bohr²/e:

| μ/t | n | −1/(ne) | R_H |
|---|---|---|---|
| −3 | 0.170 | −375.8 | −373.0 |
| −1 | 0.617 | −103.8 | −84.8 |
| −0.1 | 0.938 | −68.2 | −16.1 |
| 0 | 1.000 | −64.0 | 0 |
| 0.1 | 1.062 | −60.3 | 16.1 |
| 1 | 1.383 | −46.3 | 84.8 |

Counting electrons works for a small, nearly circular pocket and fails completely at half filling. For these parameters ħ/τ = 0.001 hartree = 0.1t, so the rows at μ = ±0.1t lie at the energy scale of the broadening by scattering, which the model leaves out.

**Q:** Is 9.4 T still a weak field here?

**A:** For these parameters, yes. At the band bottom ε ≈ −4t + ta²k², so the mass is ħ²/(2ta²) and the cyclotron frequency times τ is 2ta²eBτ/ħ² = 0.051. Solving the constant-τ problem along the full orbit changes σ_xy, relative to its weak-field value, by −0.19% at μ = −3t, −0.01% at −t and +0.13% at −0.1t. The value at −t is so small because the leading correction, of relative order B², changes sign nearby, at about μ = −0.92t.

**Q:** Then may I say that a closed electron pocket always gives an electron-like sign?

**A:** No. Add 4t′cos x cos y to ε, with t′ = 0.3t and constant τ. The saddle points, for example (π,0), now lie at −4t′ = −1.2t. At μ = −1.22t the Fermi line is still closed around k = 0 and holds 0.707 electrons per cell, but parts of it are concave. The velocity turns by +8.41 rad on the convex parts and −2.13 rad on the concave parts, in total 2π. With equal ℓ everywhere, A would be πℓ² > 0.

But ℓ is far from equal. In units of ℓ₀², the convex parts contribute +0.090 to A and the concave parts −0.967, in total −0.876. Since each contribution is half the turning angle times a mean ℓ², these means are

2 × 0.090/8.41 = 0.02 and 2 × 0.967/2.13 = 0.91.

Most of the convex turning takes place where electrons are slow, as they must be close to a saddle point, where v vanishes. The result is R_H = +0.449 a²/e: a hole-like sign from a closed electron pocket. In this model A passes through zero at μ = −1.41t, before the pocket opens at −1.2t. What fixes the sign is the whole turning of the velocity weighted with ℓ². Long paths count more but do not decide alone: at μ = −1.5t the longest ones already turn the hole-like way, yet A = +0.24 ℓ₀² is still electron-like. Neither the charge of the carriers nor the topology of the pocket settles the sign alone.

Calculated quantities

```
BOLTZMANN GRID TEST (hbar=e=a=t=1, anisotropic tau)
mu = -1.0 t, kT = 0.25 t, B = 0.002 hbar/(e a^2), grid 128 x 128
sigma_xy grid / area formula = -0.0005475 / -0.0005475 e^2/hbar
sigma_xx grid / line formula = 0.501386 / 0.501391 e^2/hbar
R_H grid / formula = -1.08897 / -1.08897 a^2/e
random tau(k) draws with sign of A opposite to mu: 20
SMALL POCKETS
mu = -3.99 t: n = 0.001593 per cell, R_H n e = -1.00000
mu = +3.99 t: p = 0.001593 per cell, R_H p e = 1.00000
WORKED EXAMPLE
t = 0.01 hartree, a = 8.0 bohr, l0 = 160.0 bohr
tau = 1000 atomic units = 24.19 fs
B = 4.0e-05 atomic units = 9.402 T
band-bottom cyclotron frequency times tau = 0.0512
mu = -t: u = 0.5, m = 0.9375, K = 2.80121, E = 1.07230
mu = -t: F = 3.45781, P = 14.35564, D = 11.20482 (elliptic formulas)
columns: mu/t | n per cell | A/l0^2 | A (bohr^2) | sigma_xy (e^2/hbar) | sigma_xx (e^2/hbar) | R_H (bohr^2/e) | -1/(ne) (bohr^2/e)
 -3.0 | 0.1703 |   2.5380 |     64972 | -0.13166 | 2.9704 |  -373.048 |  -375.810
 -2.0 | 0.3696 |   3.7818 |     96815 | -0.19619 | 5.4464 |  -165.344 |  -173.178
 -1.0 | 0.6166 |   3.4578 |     88520 | -0.17938 | 7.2727 |   -84.786 |  -103.791
 -0.1 | 0.9384 |   0.8149 |     20861 | -0.04227 | 8.0916 |   -16.141 |   -68.198
  0.0 | 1.0000 |   0.0000 |         0 |  0.00000 | 8.1057 |     0.000 |   -64.000
  0.1 | 1.0616 |  -0.8149 |    -20861 |  0.04227 | 8.0916 |    16.141 |   -60.289
  1.0 | 1.3834 |  -3.4578 |    -88520 |  0.17938 | 7.2727 |    84.786 |   -46.264
  2.0 | 1.6304 |  -3.7818 |    -96815 |  0.19619 | 5.4464 |   165.344 |   -39.253
  3.0 | 1.8297 |  -2.5380 |    -64972 |  0.13166 | 2.9704 |   373.048 |   -34.978
mu = -t: sigma_xy = -4.3663e-05 S, R_H = -1.4819 m^2/C
finite-field correction to sigma_xy, in % of the weak-field value:
mu = -3 t: -0.1918 % at B, -0.0480 % at B/2
mu = -t: -0.01034 % at B, -0.00251 % at B/2
mu = -t: ratio of corrections at B/4 and B/8 = 4.0076
mu = -0.1 t: 0.1337 % at B
the correction at B/8 changes sign at mu = -0.915 t
near half filling, u = 0.001: F = 0.031949, F/u = 31.949
CLOSED POCKET WITH CONCAVE PARTS
t' = 0.3 t, saddle energy = -1.20 t, A = 0 at mu = -1.4108 t
mu = -1.22 t: convex turning = 8.4139 rad, concave turning = -2.1308 rad, sum = 6.2832 rad
A/l0^2: convex part = 0.0901, concave part = -0.9666, total = -0.8764
n = 0.7074 per cell, R_H = 0.4486 a^2/e
```
